# Average Film Stress from a Change of Wafer Curvature: a program that tests the result

```python
"""Average film stress from the change of wafer curvature.

Result under test:
    sigma = M_s * h_s**2 * (kappa_1 - kappa_0) / (6 * h_f)
sigma   : thickness-averaged in-plane film stress, tension positive
M_s     : substrate biaxial modulus E_s / (1 - nu_s)
h_s, h_f: substrate and film thickness
kappa_0, kappa_1: curvature before and after deposition, positive when
          the film side (facing up) is concave, i.e. the edges rise.
Independent road: energy minimum of a two-layer plate, integrated through
the thickness, with strains and curvatures in x and y left free.
All quantities are in SI units inside the program.
"""
import numpy as np


def film_stress(modulus, h_s, h_f, curvature_change):
    return modulus * h_s**2 * curvature_change / (6 * h_f)


def plane_stress_matrix(young, poisson):
    return young / (1 - poisson**2) * np.array([[1, poisson], [poisson, 1]])


E_S, NU_S = 135e9, 0.25
E_F, NU_F = 300e9, 0.20
NODES, WEIGHTS = np.polynomial.legendre.leggauss(8)


def bend_plate(h_s, h_f, held_stress, kappa_0=0.0, e_f=E_F, nu_f=NU_F):
    """Relax a plate whose film has stress held_stress(s), 0 < s < 1,
    while the wafer is held in its initial shape."""
    c_s = plane_stress_matrix(E_S, NU_S)
    c_f = plane_stress_matrix(e_f, nu_f)

    def strain_map(z):
        # exact stretch (1+a)(1-kappa z)/(1-kappa_0 z) - 1 is linear in
        # the unknowns a and h_s*((1+a)*kappa - kappa_0), for x and y
        rows = np.array([[1, 0, -z / h_s, 0], [0, 1, 0, -z / h_s]])
        return rows / (1 - kappa_0 * z)

    stiffness = np.zeros((4, 4))
    load = np.zeros(4)
    film_points = []
    for node, weight in zip(NODES, WEIGHTS):
        b = strain_map(node * h_s / 2)
        stiffness += weight * h_s / 2 * b.T @ c_s @ b
        s = (node + 1) / 2
        b = strain_map(h_s / 2 + s * h_f)
        stress = held_stress(s) * np.ones(2)
        stiffness += weight * h_f / 2 * b.T @ c_f @ b
        load -= weight * h_f / 2 * b.T @ stress
        film_points.append((weight / 2, b, stress))
    u = np.linalg.solve(stiffness, load)
    kappa = (kappa_0 + u[2:] / h_s) / (1 + u[:2])
    mean = sum(w * (stress + c_f @ b @ u) for w, b, stress in film_points)
    top = c_s @ strain_map(h_s / 2) @ u
    back = c_s @ strain_map(-h_s / 2) @ u
    return kappa, mean[0], top[0], back[0]


# Worked example: given data
M_s = 180e9
h_s = 500e-6
h_f = 200e-9
kappa_0 = 0.012
kappa_1 = 0.004
diameter = 0.100

change = kappa_1 - kappa_0
sigma = film_stress(M_s, h_s, h_f, change)
sigma_final_only = film_stress(M_s, h_s, h_f, kappa_1)
ratio = h_f / h_s
bow_0, bow_1 = (k * diameter**2 / 8 for k in (kappa_0, kappa_1))
top_face = -4 * sigma * ratio
back_face = 2 * sigma * ratio
sigma_thick = film_stress(M_s, 1.01 * h_s, h_f, change)
thickness_effect = sigma_thick / sigma - 1

# Geometry: length of a line at height z above an upward-curving line
test_kappa, test_z = 2.0, 0.01
x = np.linspace(-0.01, 0.01, 4001)
w = test_kappa * x**2 / 2
slope = test_kappa * x
norm = np.sqrt(1 + slope**2)
length = np.hypot(np.diff(x), np.diff(w)).sum()
x_up, w_up = x - test_z * slope / norm, w + test_z / norm
length_up = np.hypot(np.diff(x_up), np.diff(w_up)).sum()
assert abs((length_up / length - 1) / (-test_kappa * test_z) - 1) < 1e-3

# Tensile and compressive films, uniform and graded, on a bowed wafer.
# Tolerance: the formula neglects terms of relative order h_f/h_s.
for mean_stress in (300e6, -300e6):
    for profile in (lambda s: mean_stress, lambda s: 2 * s * mean_stress):
        kappa, actual, top, back = bend_plate(h_s, h_f, profile, kappa_0)
        assert abs(kappa[0] - kappa[1]) < 1e-9
        assert np.sign(kappa[0] - kappa_0) == np.sign(mean_stress)
        estimate = film_stress(M_s, h_s, h_f, kappa[0] - kappa_0)
        assert abs(estimate / actual - 1) < 3 * ratio
        assert abs(top / (-4 * actual * ratio) - 1) < 5 * ratio
        assert abs(back / (2 * actual * ratio) - 1) < 5 * ratio

# Leading error of the formula is h_f/h_s, whatever the film stiffness
for film_young in (50e9, 300e9):
    for t in (0.001, 0.01):
        kappa, actual, _, _ = bend_plate(
            h_s, t * h_s, lambda s: 1e6, e_f=film_young)
        estimate = film_stress(M_s, h_s, t * h_s, kappa[0])
        assert abs((estimate / actual - 1) / t - 1) < 0.01

# Forward check of the example and stress relaxed by the bending
kappa_plate, actual, _, _ = bend_plate(h_s, h_f, lambda s: sigma, kappa_0)
estimate = film_stress(M_s, h_s, h_f, kappa_plate[0] - kappa_0)
formula_error = estimate / actual - 1
relaxed = sigma / actual - 1
M_f = E_F / (1 - NU_F)
relaxed_rule = 4 * M_f / M_s * ratio
assert abs(relaxed / relaxed_rule - 1) < 0.01
assert abs(kappa_plate[0] - kappa_1) < 0.01 * abs(change)
# The final shape alone suggests the wrong sign in this example
assert actual < 0 < sigma_final_only
assert max(abs(bow_0), abs(bow_1)) < 0.05 * h_s

print("GIVEN")
print(f"substrate biaxial modulus: {M_s/1e9:.0f} GPa")
print(f"substrate thickness: {h_s*1e6:.0f} um")
print(f"film thickness: {h_f*1e9:.0f} nm")
print(f"curvature before deposition: {kappa_0:+.4f} 1/m")
print(f"curvature after deposition: {kappa_1:+.4f} 1/m")
print("RESULT")
print(f"curvature change: {change:+.4f} 1/m")
print(f"film force per width: {sigma*h_f:+.1f} N/m")
print(f"average film stress: {sigma/1e6:+.1f} MPa")
print(f"average film stress: {sigma/1e9:+.3f} GPa")
print(f"wrong value from final curvature: {sigma_final_only/1e6:+.1f} MPa")
print("CHECKS OF SIZE")
print(f"radius before deposition: {1/kappa_0:.1f} m")
print(f"radius after deposition: {1/kappa_1:.1f} m")
print(f"diameter used for bow: {diameter*1e3:.0f} mm")
print(f"edge rise before deposition: {bow_0*1e6:+.1f} um")
print(f"edge rise after deposition: {bow_1*1e6:+.1f} um")
print(f"substrate stress, film-side face: {top_face/1e6:+.2f} MPa")
print(f"substrate stress, back face: {back_face/1e6:+.2f} MPa")
print(f"stress change if h_s is 1 % larger: {100*thickness_effect:+.2f} %")
print(f"thickness ratio h_f/h_s: {ratio:.1e} (no unit)")
print("TWO-LAYER PLATE")
print(f"substrate Young modulus: {E_S/1e9:.0f} GPa")
print(f"substrate Poisson ratio: {NU_S:.2f} (no unit)")
print(f"film Young modulus: {E_F/1e9:.0f} GPa")
print(f"film Poisson ratio: {NU_F:.2f} (no unit)")
print(f"film stress with wafer shape held: {sigma/1e6:+.1f} MPa")
print(f"curvature after release: {kappa_plate[0]:+.6f} 1/m")
print(f"actual mean film stress after release: {actual/1e6:+.2f} MPa")
print(f"formula from released curvature: {estimate/1e6:+.2f} MPa")
print(f"excess magnitude of formula: {100*formula_error:.3f} %")
print(f"held stress above actual, plate: {100*relaxed:.3f} %")
print(f"held stress above actual, estimate: {100*relaxed_rule:.3f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
GIVEN
substrate biaxial modulus: 180 GPa
substrate thickness: 500 um
film thickness: 200 nm
curvature before deposition: +0.0120 1/m
curvature after deposition: +0.0040 1/m
RESULT
curvature change: -0.0080 1/m
film force per width: -60.0 N/m
average film stress: -300.0 MPa
average film stress: -0.300 GPa
wrong value from final curvature: +150.0 MPa
CHECKS OF SIZE
radius before deposition: 83.3 m
radius after deposition: 250.0 m
diameter used for bow: 100 mm
edge rise before deposition: +15.0 um
edge rise after deposition: +5.0 um
substrate stress, film-side face: +0.48 MPa
substrate stress, back face: -0.24 MPa
stress change if h_s is 1 % larger: +2.01 %
thickness ratio h_f/h_s: 4.0e-04 (no unit)
TWO-LAYER PLATE
substrate Young modulus: 135 GPa
substrate Poisson ratio: 0.25 (no unit)
film Young modulus: 300 GPa
film Poisson ratio: 0.20 (no unit)
film stress with wafer shape held: -300.0 MPa
curvature after release: +0.004023 1/m
actual mean film stress after release: -299.00 MPa
formula from released curvature: -299.12 MPa
excess magnitude of formula: 0.040 %
held stress above actual, plate: 0.334 %
held stress above actual, estimate: 0.333 %
ALL CHECKS PASSED
```
